# Planar Hall Resistivity of an Isotropic Ferromagnetic Film: test program

```python
"""Planar Hall resistivity of an isotropic ferromagnetic film.

Result under test, for current along x and m = (cos phi, sin phi, 0):
    rho_yx = (rho_par - rho_perp)/2 * sin(2 phi),  even under m -> -m.
E_i = sum_j rho_ij J_j; rho_par and rho_perp are the longitudinal
resistivities for in-plane m along and across the current.
The independent road is a Boltzmann equation on a Fermi sphere, whose
conductivity tensor is computed numerically and then inverted.
"""
import numpy as np
from scipy.optimize import brentq

# Quadrature on the unit sphere; the weights sum to one.
n_polar, n_azimuth = 16, 32
cos_polar, polar_weight = np.polynomial.legendre.leggauss(n_polar)
azimuth = 2 * np.pi * np.arange(n_azimuth) / n_azimuth
C, A = np.meshgrid(cos_polar, azimuth, indexing="ij")
S = np.sqrt(1 - C**2)
K = np.column_stack([(S*np.cos(A)).ravel(), (S*np.sin(A)).ravel(), C.ravel()])
weight = np.repeat(polar_weight / 2, n_azimuth) / n_azimuth
normal = np.array([0.0, 0.0, 1.0])


def in_plane(phi):
    return np.array([np.cos(phi), np.sin(phi), 0.0])


def boltzmann_resistivity(m, film=0.8, chiral=0.0, cubic=0.0):
    """Resistivity tensor in model units; rate[i, j] is scattering i -> j."""
    along = K @ m
    across = K @ np.cross(normal, m)
    rate = 1 + 1.5*np.outer(along**2, along**2)
    rate += film*np.outer(K[:, 2]**2, K[:, 2]**2)
    extra = chiral*along*across + cubic*(K**2 @ m**2)
    rate += extra[:, None] + extra[None, :]
    rate += 0.3*(np.cross(m, K) @ K.T)  # skew scattering, odd in m
    assert rate.min() > 0
    collision = np.diag(rate @ weight) - rate.T*weight[None, :]
    # The added projector fixes the conserved particle number.
    response = np.linalg.solve(collision + weight[None, :], K)
    conductivity = K.T @ (weight[:, None]*response)
    return np.linalg.inv(conductivity)


# Angular dependence from the microscopic model.
n_angles = 16
angles = 2*np.pi*np.arange(n_angles)/n_angles
tensors = np.array([boltzmann_resistivity(in_plane(a)) for a in angles])
par, perp = tensors[0, 0, 0], tensors[n_angles//4, 0, 0]
difference = par - perp
hall = tensors[:, 1, 0]
assert abs(difference) > 0.01*perp
hall_error = np.max(np.abs(hall - difference/2*np.sin(2*angles)))/abs(difference)
long_error = np.max(np.abs(tensors[:, 0, 0] - (par + perp)/2
                           - difference/2*np.cos(2*angles)))/abs(difference)
assert hall_error < 1e-8 and long_error < 1e-8
harmonics = np.fft.rfft(hall)/n_angles
sine_amplitude = -2*harmonics[2].imag
assert abs(sine_amplitude/(difference/2) - 1) < 1e-8
other = 2*np.max(np.abs(np.delete(harmonics, 2)))/abs(sine_amplitude)
assert other < 1e-8

# Reversal: the in-plane block is even, the normal Hall field is odd.
reversed_tensors = np.roll(tensors, -n_angles//2, axis=0)
even_error = np.max(np.abs(tensors[:, :2, :2] - reversed_tensors[:, :2, :2]))
even_error /= abs(difference)
assert even_error < 1e-8
assert np.max(np.abs(tensors[:, 2, :2] + reversed_tensors[:, 2, :2])) < 1e-8
normal_hall = tensors[:, 2, 0]
assert abs(normal_hall[4]) > 0.01*perp
assert np.allclose(normal_hall, normal_hall[4]*np.sin(angles), atol=1e-8)
assert np.allclose(tensors[:, 0, 1], hall, atol=1e-8)

# Broken mirror symmetry: still even, but no longer zero at phi = 0.
chiral_plus = boltzmann_resistivity(in_plane(0), chiral=0.3)
chiral_minus = boltzmann_resistivity(in_plane(np.pi), chiral=0.3)
assert abs(chiral_plus[1, 0]) > 0.01*chiral_plus[0, 0]
assert abs(chiral_plus[1, 0] - chiral_minus[1, 0]) < 1e-8

# Cubic anisotropy: Hall amplitude and longitudinal difference separate.
cubic_0, cubic_45, cubic_90 = [
    boltzmann_resistivity(in_plane(np.radians(a)), cubic=0.5) for a in (0, 45, 90)]
cubic_ratio = 2*cubic_45[1, 0]/(cubic_0[0, 0] - cubic_90[0, 0])
assert abs(cubic_ratio - 1) > 0.1

# Tilted magnetisation in a fully isotropic metal adds an odd Hall term.
iso_x = boltzmann_resistivity(np.array([1.0, 0, 0]), film=0)
iso_y = boltzmann_resistivity(np.array([0, 1.0, 0]), film=0)
iso_z = boltzmann_resistivity(normal, film=0)
tilted = np.array([0.6, 0.48, 0.64])
tilt_formula = ((iso_x[0, 0] - iso_y[0, 0])*tilted[0]*tilted[1]
                + iso_z[1, 0]*tilted[2])
assert abs(boltzmann_resistivity(tilted, film=0)[1, 0] - tilt_formula) < 1e-8

# A contact offset is even in m, but it cancels in the phi, -phi difference.
apparent = hall + 0.01*tensors[:, 0, 0]
mirrored = apparent[(-np.arange(n_angles)) % n_angles]
assert np.allclose((apparent - mirrored)/2, hall, atol=1e-8)
reversal_mean = (apparent + np.roll(apparent, -n_angles//2))/2
assert np.min(np.abs(reversal_mean - hall)) > 0.005*perp

# Worked example: rough round values in the permalloy-film regime.
rho_perp, rho_par = 30.0, 30.6       # uOhm cm
thickness, width, length = 20e-9, 100e-6, 1000e-6  # m
current = 1e-3                       # A
to_si = 1e-8                         # uOhm cm to Ohm m
delta = rho_par - rho_perp
density = current/(width*thickness)


def field_from_components(phi):
    """Electric field found by splitting J along and across m."""
    m = in_plane(phi)
    j = np.array([density, 0.0, 0.0])
    j_along = (j @ m)*m
    return to_si*(rho_par*j_along + rho_perp*(j - j_along))


example = {}
for degrees in (30, 45, 150, 210):
    phi = np.radians(degrees)
    rho_h = delta/2*np.sin(2*phi)
    voltage = rho_h*to_si*current/thickness
    field = field_from_components(phi)
    assert abs(field[1]*width - voltage) < 1e-12
    example[degrees] = (rho_h, voltage*1e6)
field_30 = field_from_components(np.radians(30))
rho_xx_30 = field_30[0]/density/to_si
field_angle = np.degrees(np.arctan2(field_30[1], field_30[0]))

# Neglected effects for the same device.
applied, saturation = 0.050, 1.0     # T
film_anisotropy = 0.5e-3             # T, easy axis along x
shape_factor = thickness/(np.pi*width)*(np.log(width/thickness) + 1.5)
shape_field = shape_factor*saturation
anisotropy = film_anisotropy + shape_field


def equilibrium_angle(field_phi):
    def torque(p):
        return applied*np.sin(p - field_phi) + anisotropy/2*np.sin(2*p)
    return brentq(torque, field_phi - 0.5, field_phi + 0.5, xtol=1e-13)


field_angles = np.linspace(0, 2*np.pi, 361)
true_angles = np.array([equilibrium_angle(a) for a in field_angles])
lag = np.max(np.abs(true_angles - field_angles))
lag_error = np.max(np.abs(np.sin(2*true_angles) - np.sin(2*field_angles)))
assert abs(lag_error/(anisotropy/(2*applied)) - 1) < 0.05  # first-order estimate

contact_offset = 1e-6                # m
offset_signal = contact_offset/width*rho_xx_30
offset_variation = contact_offset/width*delta
tilt_deg = 1.0
normal_field = applied*np.sin(np.radians(tilt_deg))
m_z = normal_field/(applied*np.cos(np.radians(tilt_deg)) + saturation)
rho_anomalous = 0.1                  # uOhm cm
anomalous_signal = rho_anomalous*m_z
ordinary_coefficient = 1e-10         # m^3/C
ordinary_signal = ordinary_coefficient*normal_field/to_si
hall_parameter = ordinary_coefficient*applied/(rho_perp*to_si)
heat_flux = rho_perp*to_si*density**2*thickness
oxide_thickness, oxide_kappa, silicon_kappa = 300e-9, 1.4, 150.0
heating = heat_flux*(oxide_thickness/oxide_kappa + width/silicon_kappa)
end_shorting = np.exp(-np.pi*(length/2)/width)

print("BOLTZMANN TEST (model units)")
print(f"rho_par = {par:.6f}, rho_perp = {perp:.6f}")
print(f"sin(2 phi) amplitude of rho_yx = {sine_amplitude:.6f}")
print(f"half of rho_par - rho_perp = {difference/2:.6f}")
print(f"largest other harmonic / amplitude = {other:.1e}")
print(f"reversal error / (rho_par - rho_perp) = {even_error:.1e}")
print(f"rho_zx at phi = 90 deg: {normal_hall[4]:.6f}")
print(f"rho_zx at phi = 270 deg: {normal_hall[12]:.6f}")
print(f"broken mirror: rho_yx at 0 deg = {chiral_plus[1, 0]:.6f}")
print(f"broken mirror: rho_yx at 180 deg = {chiral_minus[1, 0]:.6f}")
print(f"cubic case: 2 rho_yx(45)/(rho_xx(0)-rho_xx(90)) = {cubic_ratio:.4f}")
print("WORKED EXAMPLE (rough permalloy-film regime)")
print(f"thickness = {thickness*1e9:.0f} nm, width = {width*1e6:.0f} um")
print(f"length = {length*1e6:.0f} um, current = {current*1e3:.1f} mA")
print(f"current density = {density:.2e} A/m^2")
print(f"rho_perp = {rho_perp:.2f} uOhm cm, rho_par = {rho_par:.2f} uOhm cm")
print(f"rho_par - rho_perp = {delta:.2f} uOhm cm")
print(f"relative difference = {100*delta/rho_perp:.2f} percent")
for degrees, (rho_h, voltage_uv) in example.items():
    print(f"phi = {degrees} deg: rho_yx = {rho_h:.4f} uOhm cm, V_y = {voltage_uv:.2f} uV")
print(f"rho_xx at 30 deg = {rho_xx_30:.4f} uOhm cm")
print(f"E_x at 30 deg = {field_30[0]:.3f} V/m, E_y = {field_30[1]:.4f} V/m")
print(f"angle from J to E at 30 deg = {field_angle:.4f} deg")
print("NEGLECTED EFFECTS (rough estimates)")
print(f"contact offset = {contact_offset*1e6:.1f} um")
print(f"offset signal at 30 deg = {offset_signal:.4f} uOhm cm")
print(f"angular variation of offset signal = {offset_variation:.4f} uOhm cm")
print(f"applied field = {applied*1e3:.1f} mT, saturation = {saturation:.1f} T")
print(f"film anisotropy field = {film_anisotropy*1e3:.2f} mT")
print(f"bar shape anisotropy field = {shape_field*1e3:.3f} mT")
print(f"largest magnetisation lag = {np.degrees(lag):.3f} deg")
print(f"largest lag error / Hall amplitude = {100*lag_error:.2f} percent")
print(f"field tilt out of plane = {tilt_deg:.1f} deg, m_z = {m_z:.2e}")
print(f"anomalous Hall resistivity at m_z = 1: {rho_anomalous:.2f} uOhm cm")
print(f"anomalous Hall signal from tilt = {anomalous_signal:.2e} uOhm cm")
print(f"ordinary Hall coefficient = {ordinary_coefficient:.1e} m^3/C")
print(f"ordinary Hall signal from tilt = {ordinary_signal:.2e} uOhm cm")
print(f"orbital magnetoresistance scale = {hall_parameter**2:.1e} (relative)")
print(f"oxide thickness = {oxide_thickness*1e9:.0f} nm on silicon")
print(f"thermal conductivities = {oxide_kappa:.1f}, {silicon_kappa:.0f} W/(m K)")
print(f"Joule heating estimate = {heating*1e3:.2f} mK")
print(f"end-contact shorting scale at bar centre = {end_shorting:.1e} (relative)")
print("ALL CHECKS PASSED")
```

Running it gives:

```
BOLTZMANN TEST (model units)
rho_par = 4.033241, rho_perp = 3.431199
sin(2 phi) amplitude of rho_yx = 0.301021
half of rho_par - rho_perp = 0.301021
largest other harmonic / amplitude = 6.5e-16
reversal error / (rho_par - rho_perp) = 3.7e-15
rho_zx at phi = 90 deg: 0.300000
rho_zx at phi = 270 deg: -0.300000
broken mirror: rho_yx at 0 deg = 0.180738
broken mirror: rho_yx at 180 deg = 0.180738
cubic case: 2 rho_yx(45)/(rho_xx(0)-rho_xx(90)) = 0.4985
WORKED EXAMPLE (rough permalloy-film regime)
thickness = 20 nm, width = 100 um
length = 1000 um, current = 1.0 mA
current density = 5.00e+08 A/m^2
rho_perp = 30.00 uOhm cm, rho_par = 30.60 uOhm cm
rho_par - rho_perp = 0.60 uOhm cm
relative difference = 2.00 percent
phi = 30 deg: rho_yx = 0.2598 uOhm cm, V_y = 129.90 uV
phi = 45 deg: rho_yx = 0.3000 uOhm cm, V_y = 150.00 uV
phi = 150 deg: rho_yx = -0.2598 uOhm cm, V_y = -129.90 uV
phi = 210 deg: rho_yx = 0.2598 uOhm cm, V_y = 129.90 uV
rho_xx at 30 deg = 30.4500 uOhm cm
E_x at 30 deg = 152.250 V/m, E_y = 1.2990 V/m
angle from J to E at 30 deg = 0.4889 deg
NEGLECTED EFFECTS (rough estimates)
contact offset = 1.0 um
offset signal at 30 deg = 0.3045 uOhm cm
angular variation of offset signal = 0.0060 uOhm cm
applied field = 50.0 mT, saturation = 1.0 T
film anisotropy field = 0.50 mT
bar shape anisotropy field = 0.638 mT
largest magnetisation lag = 0.652 deg
largest lag error / Hall amplitude = 1.15 percent
field tilt out of plane = 1.0 deg, m_z = 8.31e-04
anomalous Hall resistivity at m_z = 1: 0.10 uOhm cm
anomalous Hall signal from tilt = 8.31e-05 uOhm cm
ordinary Hall coefficient = 1.0e-10 m^3/C
ordinary Hall signal from tilt = 8.73e-06 uOhm cm
orbital magnetoresistance scale = 2.8e-10 (relative)
oxide thickness = 300 nm on silicon
thermal conductivities = 1.4, 150 W/(m K)
Joule heating estimate = 1.32 mK
end-contact shorting scale at bar centre = 1.5e-07 (relative)
ALL CHECKS PASSED
```
